# Townsend Self-Sustainment with Electron Attachment: verification in Python

```python
"""
Townsend self-sustainment with attachment, plane gap, uniform field.
Result under test: a discharge needs no external source when
    k = gamma * alpha * (exp((alpha - eta) d) - 1) / (alpha - eta) = 1
alpha: ionizations per electron per cm     eta: attachments per electron per cm
gamma: electrons released per positive ion reaching the cathode
d: gap in cm, cathode at x = 0             N: gas density in cm^-3
Model: alpha/N = a exp(-b/(E/N)), eta/N constant; E/N in townsend (Td).
Fluxes are positive magnitudes, in units of the external cathode emission.
"""
import math
import random
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

TD = 1e-17                    # one townsend in V cm^2
density = 2e17                # cm^-3
a_ion = 2e-16                 # cm^2
b_ion = 700.0                 # Td
sigma_att = 1e-17             # cm^2
gamma = 0.02
gap = 1.0                     # cm
temperature = 300.0           # K
eta = sigma_att * density


def ionization(reduced_field):
    return density * a_ion * math.exp(-b_ion / reduced_field)


def field_for_alpha(alpha):
    return b_ion / math.log(a_ion * density / alpha)


def voltage(reduced_field, d):
    return reduced_field * TD * density * d


def ion_yield(alpha, d):
    """Derived number of positive ions per electron leaving the cathode."""
    net = alpha - eta
    return alpha * math.expm1(net * d) / net


def breakdown_gap(reduced_field):
    """Derived gap at which k = 1."""
    alpha = ionization(reduced_field)
    net = alpha - eta
    return math.log1p(net / (gamma * alpha)) / net


limit_field = field_for_alpha(eta / (1 + gamma))
equal_field = field_for_alpha(eta)


def breakdown_field(d):
    return brentq(lambda f: breakdown_gap(f) - d,
                  limit_field * (1 + 1e-9), 5000.0, xtol=1e-10)


def solve_fluxes(alpha, d, cells=300):
    """Finite-difference boundary-value problem for e-, + and - ions.
    Returns electron flux at the cathode and total flux at the anode."""
    h = d / cells
    n = cells + 1
    matrix = np.zeros((3 * n, 3 * n))
    rhs = np.zeros(3 * n)
    i = np.arange(cells)
    for species, source in enumerate((alpha - eta, -alpha, eta)):
        row = species * n + i
        matrix[row, species * n + i] -= 1.0
        matrix[row, species * n + i + 1] += 1.0
        matrix[row, i] -= 0.5 * h * source
        matrix[row, i + 1] -= 0.5 * h * source
    # cathode emission, no positive ions from anode, no negative from cathode
    matrix[n - 1, 0] = 1.0
    matrix[n - 1, n] = -gamma
    rhs[n - 1] = 1.0
    matrix[2 * n - 1, 2 * n - 1] = 1.0
    matrix[3 * n - 1, 2 * n] = 1.0
    flux = np.linalg.solve(matrix, rhs)
    return flux[0], flux[n - 1] + flux[2 * n - 1] + flux[3 * n - 1]


# Breakdown of the example gap: formula against singular boundary problem
field_b = breakdown_field(gap)
alpha_b = ionization(field_b)
volt_b = voltage(field_b, gap)
field_bvp = brentq(lambda f: 1 / solve_fluxes(ionization(f), gap)[0],
                   0.9 * field_b, 1.1 * field_b, xtol=1e-7)
volt_bvp = voltage(field_bvp, gap)
assert abs(volt_bvp / volt_b - 1) < 1e-4

# Stationary currents below breakdown
alpha_low = ionization(0.9 * field_b)
yield_low = ion_yield(alpha_low, gap)
k_low = gamma * yield_low
cathode_formula = 1 / (1 - k_low)
total_formula = (1 + yield_low) / (1 - k_low)
cathode_bvp, total_bvp = solve_fluxes(alpha_low, gap)
assert abs(cathode_bvp / cathode_formula - 1) < 3e-4
assert abs(total_bvp / total_formula - 1) < 3e-4

# Attachment stronger than ionization, yet breakdown in a finite gap
field_weak = 233.0
alpha_weak = ionization(field_weak)
assert alpha_weak < eta < (1 + gamma) * alpha_weak
gap_weak = breakdown_gap(field_weak)
gap_weak_bvp = brentq(lambda d: 1 / solve_fluxes(alpha_weak, d)[0],
                      15.0, 60.0, xtol=1e-7)
assert abs(gap_weak_bvp / gap_weak - 1) < 1e-3

# Below the limiting field even a very long gap stays below threshold
field_none = 231.5
alpha_none = ionization(field_none)
assert field_none < limit_field
k_none = gamma * alpha_none / (eta - alpha_none)
k_none_bvp = 1 - 1 / solve_fluxes(alpha_none, 500.0)[0]
assert k_none_bvp < 1 and abs(k_none_bvp - k_none) < 1e-3

# Random avalanches, each started by one electron at the cathode
random.seed(12345)
avalanches = 10000
ions = np.zeros(avalanches)
arrived = np.zeros(avalanches)
event_rate = alpha_b + eta
ionize_chance = alpha_b / event_rate
for trial in range(avalanches):
    x, electrons, made = 0.0, 1, 0
    while electrons:
        x += -math.log(1.0 - random.random()) / (electrons * event_rate)
        if x > gap:
            break
        if random.random() < ionize_chance:
            electrons += 1
            made += 1
        else:
            electrons -= 1
    ions[trial] = made
    arrived[trial] = electrons
ions_mean = ions.mean()
ions_err = ions.std(ddof=1) / math.sqrt(avalanches)
arrived_mean = arrived.mean()
arrived_err = arrived.std(ddof=1) / math.sqrt(avalanches)
electron_gain = math.exp((alpha_b - eta) * gap)
assert abs(ions_mean - ion_yield(alpha_b, gap)) < 5 * ions_err
assert abs(arrived_mean - electron_gain) < 5 * arrived_err


def marched_growth(alpha, cells=200, slowness=9, transits=25):
    """Follow electron packets and returning ions in time.
    Ions are 'slowness' (odd) times slower than electrons.
    Returns the log growth of cathode emission per round trip T."""
    h = gap / cells
    half_growth = math.exp(0.5 * (alpha - eta) * h)
    trip = (slowness + 1) * cells
    steps = transits * trip
    offset = (slowness + 1) // 2
    span = slowness * cells
    arrivals = np.zeros(steps + offset + span + 1)
    emitted = np.zeros(steps)
    packets = np.zeros(cells)
    for n in range(steps):
        packets[1:] = packets[:-1] * half_growth**2
        packets[0] = gamma * arrivals[n] + (1.0 if n < trip else 0.0)
        emitted[n] = packets[0]
        arrivals[n + offset:n + offset + span:slowness] += (
            alpha * h * half_growth * packets)
    return math.log(emitted[-trip:].sum() / emitted[-2 * trip:-trip].sum())


def growth_root(alpha):
    """Real root lambda*T of the derived growth equation."""
    def excess(rate):
        return gamma * alpha * quad(
            lambda x: math.exp((alpha - eta - rate / gap) * x), 0, gap)[0] - 1
    return brentq(excess, -5.0, 5.0)


growth = []
for factor in (0.97, 1.03):
    alpha = ionization(factor * field_b)
    k_value = gamma * ion_yield(alpha, gap)
    root = growth_root(alpha)
    marched = marched_growth(alpha)
    assert abs(marched - root) < 1e-3
    assert (marched > 0) == (k_value > 1)
    growth.append((factor, k_value, root, marched))

# Comparison criteria
net_simple = math.log(1 + 1 / gamma) / gap
field_free = field_for_alpha(net_simple)
field_wrong = field_for_alpha(net_simple + eta)
volt_free = voltage(field_free, gap)
volt_wrong = voltage(field_wrong, gap)
assert volt_free < volt_b < volt_wrong
assert abs(volt_wrong - volt_bvp) > 100 * abs(volt_b - volt_bvp)

pressure = density * 1e6 * constants.k * temperature
print(f"gas density N = {density:.2e} cm^-3")
print(f"pressure at {temperature:.0f} K = {pressure:.1f} Pa")
print(f"a = {a_ion:.1e} cm^2, b = {b_ion:.0f} Td")
print(f"eta/N = {sigma_att:.1e} cm^2, eta = {eta:.3f} cm^-1")
print(f"gamma = {gamma:.3f}, gap d = {gap:.2f} cm")
print("At breakdown:")
print(f"  E/N = {field_b:.2f} Td, field = {volt_b / gap:.1f} V/cm")
print(f"  voltage, formula = {volt_b:.2f} V")
print(f"  voltage, boundary problem = {volt_bvp:.2f} V")
print(f"  alpha = {alpha_b:.4f} cm^-1")
print(f"  alpha - eta = {alpha_b - eta:.4f} cm^-1")
print(f"  electron gain, formula = {electron_gain:.3f}")
print(f"  electron gain, random = {arrived_mean:.2f} +- {arrived_err:.2f}")
print(f"  ion yield M, formula = {ion_yield(alpha_b, gap):.3f}")
print(f"  ion yield M, random = {ions_mean:.2f} +- {ions_err:.2f}")
print(f"  number of random avalanches = {avalanches}")
print(f"No attachment: E/N = {field_free:.2f} Td, V = {volt_free:.2f} V")
print(f"Wrong prefactor: E/N = {field_wrong:.2f} Td, V = {volt_wrong:.2f} V")
print(f"At 90% of breakdown voltage, V = {0.9 * volt_b:.2f} V:")
print(f"  alpha = {alpha_low:.4f} cm^-1, M = {yield_low:.3f}, k = {k_low:.4f}")
print(f"  cathode electron flux / external, formula = {cathode_formula:.4f}")
print(f"  same, boundary problem = {cathode_bvp:.4f}")
print(f"  total flux / external, formula = {total_formula:.3f}")
print(f"  same, boundary problem = {total_bvp:.3f}")
print("Growth per round trip, lambda*T (dimensionless):")
for factor, k_value, root, marched in growth:
    print(f"  V/Vb = {factor:.2f}: k = {k_value:.4f}, "
          f"root = {root:.5f}, marched = {marched:.5f}")
print(f"E/N where alpha = eta: {equal_field:.3f} Td")
print(f"  breakdown gap there = {1 / (gamma * eta):.2f} cm")
print(f"Limiting E/N, (1+gamma) alpha = eta: {limit_field:.3f} Td")
print(f"At {field_weak:.1f} Td: alpha = {alpha_weak:.5f} cm^-1")
print(f"  breakdown gap, formula = {gap_weak:.3f} cm")
print(f"  breakdown gap, boundary problem = {gap_weak_bvp:.3f} cm")
print(f"At {field_none:.1f} Td: alpha = {alpha_none:.5f} cm^-1")
print(f"  k for infinite gap, formula = {k_none:.4f}")
print(f"  k for 500 cm, boundary problem = {k_none_bvp:.4f}")
print("Breakdown for several gaps:")
for d in (0.5, 1.0, 2.0, 5.0, 50.0):
    f = breakdown_field(d)
    print(f"  d = {d:.1f} cm: E/N = {f:.2f} Td, V = {voltage(f, d):.1f} V, "
          f"alpha = {ionization(f):.4f} cm^-1")
print("no test failed")
```

Printed output:

```
gas density N = 2.00e+17 cm^-3
pressure at 300 K = 828.4 Pa
a = 2.0e-16 cm^2, b = 700 Td
eta/N = 1.0e-17 cm^2, eta = 2.000 cm^-1
gamma = 0.020, gap d = 1.00 cm
At breakdown:
  E/N = 352.47 Td, field = 704.9 V/cm
  voltage, formula = 704.95 V
  voltage, boundary problem = 704.95 V
  alpha = 5.4900 cm^-1
  alpha - eta = 3.4900 cm^-1
  electron gain, formula = 32.785
  electron gain, random = 32.12 +- 0.46
  ion yield M, formula = 50.000
  ion yield M, random = 48.91 +- 0.68
  number of random avalanches = 10000
No attachment: E/N = 301.75 Td, V = 603.51 V
Wrong prefactor: E/N = 366.77 Td, V = 733.54 V
At 90% of breakdown voltage, V = 634.45 V:
  alpha = 4.4029 cm^-1, M = 18.424, k = 0.3685
  cathode electron flux / external, formula = 1.5835
  same, boundary problem = 1.5835
  total flux / external, formula = 30.758
  same, boundary problem = 30.759
Growth per round trip, lambda*T (dimensionless):
  V/Vb = 0.97: k = 0.7391, root = -0.40928, marched = -0.40930
  V/Vb = 1.03: k = 1.3552, root = 0.40478, marched = 0.40476
E/N where alpha = eta: 233.666 Td
  breakdown gap there = 25.00 cm
Limiting E/N, (1+gamma) alpha = eta: 232.131 Td
At 233.0 Td: alpha = 1.98295 cm^-1
  breakdown gap, formula = 32.957 cm
  breakdown gap, boundary problem = 32.957 cm
At 231.5 Td: alpha = 1.94473 cm^-1
  k for infinite gap, formula = 0.7037
  k for 500 cm, boundary problem = 0.7037
Breakdown for several gaps:
  d = 0.5 cm: E/N = 483.21 Td, V = 483.2 V, alpha = 9.3955 cm^-1
  d = 1.0 cm: E/N = 352.47 Td, V = 704.9 V, alpha = 5.4900 cm^-1
  d = 2.0 cm: E/N = 289.60 Td, V = 1158.4 V, alpha = 3.5670 cm^-1
  d = 5.0 cm: E/N = 251.41 Td, V = 2514.1 V, alpha = 2.4708 cm^-1
  d = 50.0 cm: E/N = 232.45 Td, V = 23245.2 V, alpha = 1.9690 cm^-1
no test failed
```
